# Large-s exchange enhancement and the exchange-only binding of two hydrogen molecules: verification in Python

```python
"""Exchange-only interaction of two closed-shell fragments and growth of F(s).

Result under test: for exponential density tails and F ~ s^p, the overlap part
of GGA exchange, Ex[nA+nB]-Ex[nA]-Ex[nB], is proportional to -I(p), where
I(p) = Gamma((p+1)/2) Gamma(-q/2) / Gamma((4p-1)/6),  q = (4-p)/3.
It is attractive for p < 1/4 and repulsive for p > 1/4.
Symbols: n density, s reduced gradient, F enhancement factor, k decay constant
of the density, R distance of fragment centers, s_m = k/(c n_m^(1/3)) with n_m
the total midplane density. Hartree atomic units; energies printed in microhartree.
Example: two crossed H2 molecules, functionals evaluated on Hartree-Fock densities.
"""
import numpy as np
import mpmath as mp
from scipy.special import gamma
from pyscf import gto, scf, dft

A_X = 0.75 * (3 / np.pi) ** (1 / 3)
C_S = 2 * (3 * np.pi ** 2) ** (1 / 3)


# ---------- enhancement factors ----------
def f_lda(s):
    return np.ones_like(s)


def f_pbe(s):
    kappa, mu = 0.804, 0.2195149727645171
    return 1 + kappa - kappa / (1 + mu * s ** 2 / kappa)


def f_b88(s):
    beta = 0.0042
    x = 2 * (6 * np.pi ** 2) ** (1 / 3) * s
    c_spin = 1.5 * (3 / (4 * np.pi)) ** (1 / 3)
    return 1 + beta / c_spin * x ** 2 / (1 + 6 * beta * x * np.arcsinh(x))


def f_rpw86(s):
    return (1 + 1.851 * s ** 2 + 17.33 * s ** 4 + 0.163 * s ** 6) ** (1 / 15)


S_CUT = 2.0


def f_capped(s):
    """rPW86 with its growth stopped above S_CUT."""
    return f_rpw86(np.minimum(s, S_CUT))


def f_grafted(s):
    """PBE below S_CUT, continued with s^(2/5) growth above it."""
    return f_pbe(np.minimum(s, S_CUT)) * (np.maximum(s, S_CUT) / S_CUT) ** 0.4


FUNCS = {"LDA": f_lda, "PBE": f_pbe, "B88": f_b88, "rPW86": f_rpw86,
         "capped": f_capped, "grafted": f_grafted}
MAIN = ["LDA", "PBE", "B88", "rPW86"]


# ---------- overlap integral for pure powers ----------
def overlap_formula(p):
    q = (4 - p) / 3
    return gamma((p + 1) / 2) * gamma(-q / 2) * float(mp.rgamma((4 * p - 1) / 6))


def overlap_quadrature(p):
    mp.mp.dps = 40
    p = mp.mpf(p)
    q = (4 - p) / 3

    def integrand(u):
        return (mp.cosh(u) ** q * mp.tanh(u) ** p
                - 2 ** (1 - q) * mp.cosh(q * u))
    return float(2 * mp.quad(integrand, [0, 1, 5, 15, 40]))


def gauss(upper, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return upper * (x + 1) / 2, upper * w / 2


def overlap_two_center(p, k_times_r):
    """Scaled 3D overlap integral of two spherical exponential densities."""
    q = (4 - p) / 3
    v, wv = gauss(18 ** (1 / 3), 300)
    y, wy = gauss(6.0, 120)
    u, wu = v ** 3, wv * 3 * v ** 2
    w, ww = (y ** 2)[:, None], (wy * 2 * y)[:, None]
    xi, eta = 1 + 2 * w / k_times_r, 2 * u / k_times_r
    a, b = 0.5 * np.exp(-w - u), 0.5 * np.exp(-w + u)
    cosine = (xi ** 2 + eta ** 2 - 2) / (xi ** 2 - eta ** 2)
    grad = np.sqrt(np.maximum(a * a + b * b + 2 * a * b * cosine, 0))
    diff = (a + b) ** (4 * (1 - p) / 3) * grad ** p - a ** q - b ** q
    return 2 * q * np.sum(ww * wu * (xi ** 2 - eta ** 2) * diff)


print("Planar overlap integral I(p), positive = attraction")
for p in (0.0, 0.25, 4 / 15, 0.4, 1.0):
    exact, numeric = overlap_formula(p), overlap_quadrature(p)
    near, far = overlap_two_center(p, 100.0), overlap_two_center(1.0 * p, 1e4)
    assert abs(exact - numeric) < 1e-8
    assert abs(far - exact) < 0.02
    assert abs(far - exact) < abs(near - exact)
    print(f"p={p:.4f} formula {exact:+.5f} quadrature {numeric:+.5f}"
          f" 3D kR=100 {near:+.4f} kR=10000 {far:+.4f}")


# ---------- planar overlap integral for complete functionals ----------
def planar_overlap(func, s_m):
    v, wv = gauss(18 ** (1 / 3), 400)
    u, wu = v ** 3, wv * 3 * v ** 2
    total = np.cosh(u)
    value = total ** (4 / 3) * func(s_m * np.sinh(u) / total ** (4 / 3))
    for tail in (0.5 * np.exp(u), 0.5 * np.exp(-u)):
        value = value - tail ** (4 / 3) * func(s_m * tail ** (-1 / 3))
    return 2 * np.sum(wu * value)


assert abs(planar_overlap(f_lda, 3.0) - overlap_formula(0.0)) < 1e-4
assert abs(planar_overlap(f_pbe, 3000.0) - 1.804 * overlap_formula(0.0)) < 0.01
print("Planar overlap integral J(s_m) of each functional, positive = attraction")
for s_m in (2.0, 3.0, 4.0, 6.0, 30.0):
    print(f"s_m={s_m:4.1f} " + " ".join(
        f"{name} {planar_overlap(FUNCS[name], s_m):+.3f}" for name in MAIN))


def local_exponent(func, s):
    h = 1e-4
    hi, lo = func(np.array(s * np.exp(h))), func(np.array(s * np.exp(-h)))
    return float(np.log(hi / lo) / (2 * h))


print("Enhancement factor F and effective exponent dlnF/dlns")
for s in (3.0, 6.0, 10.0, 100.0):
    print(f"s={s:5.1f} " + " ".join(
        f"{name} {float(FUNCS[name](np.array(s))):.3f}/"
        f"{local_exponent(FUNCS[name], s):.3f}" for name in MAIN[1:]))
assert abs(local_exponent(f_rpw86, 1000.0) - 0.4) < 1e-3
assert abs(local_exponent(f_rpw86, 4.0) - 0.25) < 0.05

# ---------- two crossed hydrogen molecules ----------
BOND = 1.4
BASIS = "aug-cc-pvtz"


def build(distance, real_a=True, real_b=True):
    h = BOND / 2
    name_a = "H" if real_a else "ghost-H"
    name_b = "H" if real_b else "ghost-H"
    atoms = [[name_a, (h, 0, 0)], [name_a, (-h, 0, 0)],
             [name_b, (0, h, distance)], [name_b, (0, -h, distance)]]
    return gto.M(atom=atoms, basis=BASIS, unit="Bohr", verbose=0)


def hartree_fock(mol, eri):
    mf = scf.RHF(mol)
    mf._eri = eri
    mf.conv_tol = 1e-11
    energy = mf.kernel()
    assert mf.converged
    dm = mf.make_rdm1()
    exchange = -0.25 * np.einsum("ij,ji->", mf.get_k(mol, dm), dm)
    return energy, exchange, mf.mo_coeff[:, mf.mo_occ > 0]


def density(ao, orbitals):
    psi = [component @ orbitals for component in ao]
    rows = [2 * np.sum(psi[0] ** 2, axis=1)]
    rows += [4 * np.sum(psi[0] * d, axis=1) for d in psi[1:]]
    return np.array(rows)


def reduced_gradient(rho):
    return np.sqrt(np.sum(rho[1:] ** 2, axis=0)) / (C_S * rho[0] ** (4 / 3))


def gga_exchange(func, rho, weights):
    keep = rho[0] > 1e-13
    r = rho[:, keep]
    return -A_X * np.sum(weights[keep] * r[0] ** (4 / 3)
                         * func(reduced_gradient(r)))


distances = [6.0, 6.5, 7.0, 7.5, 8.0, 9.0]
hf_curve, midpoint = [], []
curves = {name: [] for name in FUNCS}
overlaps = {name: [] for name in FUNCS}
monomer_x = {}
for distance in distances:
    dimer = build(distance)
    eri = dimer.intor("int2e", aosym="s8")
    e_ab, x_ab, c_ab = hartree_fock(dimer, eri)
    e_a, x_a, c_a = hartree_fock(build(distance, real_b=False), eri)
    e_b, x_b, c_b = hartree_fock(build(distance, real_a=False), eri)
    grid = dft.gen_grid.Grids(dimer)
    grid.level = 4
    grid.build()
    ao = dimer.eval_gto("GTOval_sph_deriv1", grid.coords)
    rho_ab, rho_a, rho_b = (density(ao, c) for c in (c_ab, c_a, c_b))
    weights = grid.weights
    hf = e_ab - e_a - e_b
    hf_curve.append(1e6 * hf)
    for name, func in FUNCS.items():
        gx_a = gga_exchange(func, rho_a, weights)
        separate = gx_a + gga_exchange(func, rho_b, weights)
        delta = gga_exchange(func, rho_ab, weights) - separate
        curves[name].append(1e6 * (hf - (x_ab - x_a - x_b) + delta))
        overlaps[name].append(
            1e6 * (gga_exchange(func, rho_a + rho_b, weights) - separate))
        monomer_x[name] = gx_a
    monomer_x["HF"] = x_a
    point = np.array([[0.0, 0.0, distance / 2]])
    rho_mid = density(dimer.eval_gto("GTOval_sph_deriv1", point), c_a)
    s_fragment = float(reduced_gradient(rho_mid)[0])
    midpoint.append((2 * float(rho_mid[0, 0]), s_fragment,
                     s_fragment / 2 ** (1 / 3)))
    if distance == distances[0]:
        for name, code in (("PBE", "GGA_X_PBE,"), ("B88", "GGA_X_B88,"),
                           ("rPW86", "GGA_X_RPW86,")):
            exc = dft.libxc.eval_xc(code, rho_ab, spin=0, deriv=1)[0]
            reference = np.sum(weights * rho_ab[0] * exc)
            own = gga_exchange(FUNCS[name], rho_ab, weights)
            assert abs(own / reference - 1) < 1e-5
        electrons = np.sum(weights * rho_ab[0])
        assert abs(electrons - 4) < 1e-3

print(f"H2 bond length {BOND:.2f} bohr, basis {BASIS}, crossed geometry")
print("Exchange energy of one H2 (hartree): " + " ".join(
    f"{name} {value:.5f}" for name, value in monomer_x.items()))
print("Midpoint: R (bohr), nA+nB (bohr^-3), s of one fragment, s_m")
for distance, (n_mid, s_frag, s_m) in zip(distances, midpoint):
    print(f"R={distance:.1f} n={n_mid:.3e} s_fragment={s_frag:.2f} s_m={s_m:.2f}")
print("Interaction energy (microhartree), exchange only, HF densities")
for i, distance in enumerate(distances):
    print(f"R={distance:.1f} HF {hf_curve[i]:+.1f} " + " ".join(
        f"{name} {curves[name][i]:+.1f}" for name in FUNCS))
print("Overlap part of exchange, frozen fragments (microhartree)")
for i, distance in enumerate(distances):
    print(f"R={distance:.1f} " + " ".join(
        f"{name} {overlaps[name][i]:+.1f}" for name in FUNCS))

outer = np.array(distances) >= 7.0
hf_curve = np.array(hf_curve)
curves = {name: np.array(v) for name, v in curves.items()}
overlaps = {name: np.array(v) for name, v in overlaps.items()}
deviation = {name: np.mean(np.abs(curves[name] - hf_curve)[outer])
             for name in MAIN}
print("Mean absolute deviation from HF, R >= 7 bohr (microhartree): "
      + " ".join(f"{name} {value:.1f}" for name, value in deviation.items()))
for name in ("LDA", "PBE", "capped"):
    best = int(np.argmin(curves[name]))
    print(f"Lowest scanned point {name}: R={distances[best]:.1f} bohr,"
          f" {curves[name][best]:+.1f} microhartree")

assert np.all(hf_curve > 0)
assert curves["LDA"].min() < 0 and curves["PBE"].min() < 0
assert np.all(curves["B88"][outer] > hf_curve[outer])
assert min(deviation, key=deviation.get) == "rPW86"
assert np.all(overlaps["LDA"] < 0)
assert np.all(overlaps["PBE"][outer] < 0)
assert np.all(overlaps["B88"][outer] > 0)
assert np.all(np.abs(overlaps["rPW86"][outer]) < np.abs(overlaps["PBE"][outer]))
# Only the part of F above S_CUT differs in the next two comparisons.
assert curves["capped"].min() < 0
assert np.all(overlaps["capped"][outer] < overlaps["rPW86"][outer])
assert np.all(curves["grafted"][outer] > 0)
assert np.all(overlaps["grafted"][outer] > overlaps["PBE"][outer])
print("PASS")
```

Running it gives:

```
Planar overlap integral I(p), positive = attraction
p=0.0000 formula +1.05164 quadrature +1.05164 3D kR=100 +1.0811 kR=10000 +1.0519
p=0.2500 formula -0.00000 quadrature -0.00000 3D kR=100 +0.0818 kR=10000 +0.0045
p=0.2667 formula -0.05992 quadrature -0.05992 3D kR=100 +0.0233 kR=10000 -0.0554
p=0.4000 formula -0.50442 quadrature -0.50442 3D kR=100 -0.4161 kR=10000 -0.5003
p=1.0000 formula -2.00000 quadrature -2.00000 3D kR=100 -1.9443 kR=10000 -1.9986
Planar overlap integral J(s_m) of each functional, positive = attraction
s_m= 2.0 LDA +1.052 PBE +0.104 B88 -0.161 rPW86 +0.106
s_m= 3.0 LDA +1.052 PBE +0.089 B88 -0.747 rPW86 -0.006
s_m= 4.0 LDA +1.052 PBE +0.251 B88 -1.259 rPW86 -0.079
s_m= 6.0 LDA +1.052 PBE +0.627 B88 -2.157 rPW86 -0.201
s_m=30.0 LDA +1.052 PBE +1.667 B88 -10.528 rPW86 -1.350
Enhancement factor F and effective exponent dlnF/dlns
s=  3.0 PBE 1.571/0.210 B88 1.756/0.485 rPW86 1.631/0.275
s=  6.0 PBE 1.730/0.078 B88 2.555/0.592 rPW86 1.989/0.300
s= 10.0 PBE 1.776/0.031 B88 3.512/0.652 rPW86 2.336/0.331
s=100.0 PBE 1.804/0.000 B88 19.861/0.828 rPW86 5.595/0.399
H2 bond length 1.40 bohr, basis aug-cc-pvtz, crossed geometry
Exchange energy of one H2 (hartree): LDA -0.56686 PBE -0.64716 B88 -0.65545 rPW86 -0.66572 capped -0.66243 grafted -0.64943 HF -0.65851
Midpoint: R (bohr), nA+nB (bohr^-3), s of one fragment, s_m
R=6.0 n=1.880e-03 s_fragment=3.76 s_m=2.98
R=6.5 n=1.068e-03 s_fragment=4.49 s_m=3.56
R=7.0 n=6.155e-04 s_fragment=5.28 s_m=4.19
R=7.5 n=3.614e-04 s_fragment=6.14 s_m=4.87
R=8.0 n=2.156e-04 s_fragment=7.11 s_m=5.65
R=9.0 n=7.826e-05 s_fragment=9.81 s_m=7.78
Interaction energy (microhartree), exchange only, HF densities
R=6.0 HF +274.3 LDA -95.7 PBE +116.9 B88 +864.7 rPW86 +276.6 capped -245.6 grafted +562.2
R=6.5 HF +114.7 LDA -97.0 PBE -19.6 B88 +498.0 rPW86 +112.2 capped -202.7 grafted +280.5
R=7.0 HF +49.3 LDA -70.6 PBE -49.3 B88 +296.4 rPW86 +48.2 capped -134.8 grafted +143.9
R=7.5 HF +22.4 LDA -45.0 PBE -44.2 B88 +181.1 rPW86 +23.1 capped -82.0 grafted +76.7
R=8.0 HF +11.1 LDA -26.5 PBE -31.4 B88 +112.6 rPW86 +13.0 capped -47.0 grafted +42.5
R=9.0 HF +3.9 LDA -7.4 PBE -11.1 B88 +44.2 rPW86 +6.0 capped -13.0 grafted +14.3
Overlap part of exchange, frozen fragments (microhartree)
R=6.0 LDA -637.4 PBE -372.6 B88 +409.3 rPW86 -202.0 capped -753.5 grafted +92.1
R=6.5 LDA -329.7 PBE -232.3 B88 +303.3 rPW86 -93.7 capped -422.7 grafted +78.4
R=7.0 LDA -170.8 PBE -141.8 B88 +212.8 rPW86 -40.5 capped -229.5 grafted +56.7
R=7.5 LDA -88.7 PBE -84.9 B88 +144.6 rPW86 -15.6 capped -123.2 grafted +38.5
R=8.0 LDA -46.2 PBE -49.8 B88 +96.1 rPW86 -4.6 capped -65.5 grafted +25.0
R=9.0 LDA -12.4 PBE -15.7 B88 +39.9 rPW86 +1.5 capped -17.6 grafted +9.9
Mean absolute deviation from HF, R >= 7 bohr (microhartree): LDA 59.0 PBE 55.7 B88 136.9 rPW86 1.4
Lowest scanned point LDA: R=6.5 bohr, -97.0 microhartree
Lowest scanned point PBE: R=7.0 bohr, -49.3 microhartree
Lowest scanned point capped: R=6.0 bohr, -245.6 microhartree
PASS
```
